# Bounds on Coulomb and exchange integrals, checked on hydrogenic 1s and 2s, part 1

(Sections cited here and not found follow in the second part.)

## The inequalities for general orbitals

Q: I am told that the positive definiteness of the Coulomb interaction puts the direct and exchange integrals of two orbitals in order. Before I believe it, what are these integrals, and what order is claimed?

A: Take two spatial orbitals $a$ and $b$, real or complex, each normalized: $\int|a|^2\,d^3r=\int|b|^2\,d^3r=1$. They need not be orthogonal. I use atomic units, so lengths are in bohr, energies are in hartree, and two electrons at distance $r_{12}$ repel with energy $1/r_{12}$. I write $a(1)$ for $a(\mathbf r_1)$ and $d1$ for $d^3r_1$. The direct and exchange integrals are

$$J_{ab}=\iint\frac{|a(1)|^2|b(2)|^2}{r_{12}}\,d1\,d2,$$

$$K_{ab}=\iint\frac{a^*(1)b(1)\,b^*(2)a(2)}{r_{12}}\,d1\,d2 .$$

If $J_{aa}$ and $J_{bb}$ are finite, the claim is

$$0\le K_{ab}\le J_{ab}\le\sqrt{J_{aa}J_{bb}} .$$

The first and third inequalities follow from positive definiteness. The middle one needs another property of $1/r_{12}$, so the statement you were told has to be corrected on that point.

Q: The integral $J_{ab}$ is plainly the repulsion of two charge clouds. What is $K_{ab}$ the repulsion of?

A: It is built from one cloud, the overlap density $\rho=b^*a$, which may change sign or be complex. To treat both integrals together, define for any two functions $f$ and $g$

$$D(f,g)=\iint\frac{f^*(1)\,g(2)}{r_{12}}\,d1\,d2 .$$

Then $J_{ab}=D(|a|^2,|b|^2)$. For the exchange integral, $\rho^*(1)=b(1)a^*(1)$ and $\rho(2)=b^*(2)a(2)$. Their product is the numerator of $K_{ab}$, so

$$K_{ab}=D(\rho,\rho).$$

For real $f$, $D(f,f)$ is twice the electrostatic energy of the charge density $f$, because that energy counts each pair of charge elements once.

Q: There lies my doubt. If $\rho$ has positive and negative regions, the attraction between them enters $D(\rho,\rho)$ with a minus sign. Why can it not win?

A: Because $D(f,f)$ can be rewritten as a sum of squares. First replace $1/r_{12}$ by Gaussians. The substitution $u=r_{12}t$ in $\int_0^\infty e^{-u^2}du=\sqrt\pi/2$ gives

$$\frac1{r_{12}}=\frac{2}{\sqrt\pi}\int_0^\infty e^{-t^2r_{12}^2}\,dt .$$

Next, split each Gaussian into a factor for electron 1 and a factor for electron 2, joined through an auxiliary point $\mathbf s$. Let $\mathbf m=(\mathbf r_1+\mathbf r_2)/2$ and $\mathbf d=\mathbf r_1-\mathbf r_2$. Then $\mathbf r_1-\mathbf s=(\mathbf m-\mathbf s)+\mathbf d/2$ and $\mathbf r_2-\mathbf s=(\mathbf m-\mathbf s)-\mathbf d/2$. When the squares are added, the cross terms cancel:

$$|\mathbf r_1-\mathbf s|^2+|\mathbf r_2-\mathbf s|^2=2|\mathbf s-\mathbf m|^2+\tfrac12r_{12}^2 .$$

Multiply by $-2t^2$, exponentiate and integrate over $\mathbf s$. The part depending on $\mathbf s$ is $e^{-4t^2|\mathbf s-\mathbf m|^2}$, whose integral is $(\pi/4t^2)^{3/2}$. Hence

$$e^{-t^2r_{12}^2}=\Big(\frac{4t^2}{\pi}\Big)^{3/2}\int e^{-2t^2|\mathbf r_1-\mathbf s|^2}\,e^{-2t^2|\mathbf r_2-\mathbf s|^2}\,d^3s .$$

Q: And how does that turn $D(f,f)$ into squares?

A: Insert it into $D$ and integrate over the electron positions first. Each electron now has its own factor, so the integrals separate. With

$$F_t(\mathbf s)=\int e^{-2t^2|\mathbf r-\mathbf s|^2}f(\mathbf r)\,d^3r$$

and $G_t$ defined in the same way from $g$, the result is

$$D(f,g)=\int_0^\infty c(t)\int F_t^*(\mathbf s)\,G_t(\mathbf s)\,d^3s\,dt .$$

The weight collects the two prefactors:

$$c(t)=\frac{2}{\sqrt\pi}\Big(\frac{4t^2}{\pi}\Big)^{3/2}=\frac{2}{\sqrt\pi}\cdot\frac{8t^3}{\pi^{3/2}}=\frac{16t^3}{\pi^2}>0 .$$

For $g=f$ the integrand is $c(t)|F_t(\mathbf s)|^2$, so

$$D(f,f)=\int_0^\infty c(t)\int|F_t(\mathbf s)|^2\,d^3s\,dt\ \ge0 .$$

The attraction between unlike regions has not been dropped. It is contained in $F_t$, where positive and negative parts of $f$ partly cancel. Cancellation can make $F_t$ small, but it cannot make $|F_t|^2$ negative.

As a numerical test of the decomposition, the Gaussian integrals were evaluated for one pair of points. They give $0.68842839$ per bohr, and $1/r_{12}$ computed from the distance gives the same digits.

Q: You changed the order of several integrations. Is that allowed with a singular kernel?

A: For nonnegative $f$ and $g$ it is allowed without further condition, since every factor is nonnegative; both sides are then equal, even if infinite. For functions with signs or phases it is allowed when $D(|f|,|g|)$ is finite, because the integral then converges absolutely. I shall check this condition each time it is needed.

Q: Could $D(f,f)$ vanish for some cleverly arranged nonzero $f$?

A: Not for an integrable $f$, and all the functions used here are integrable. If $D(f,f)=0$, then $F_t(\mathbf s)$ vanishes for almost all $t$ and $\mathbf s$. It depends continuously on both for $t>0$, since the Gaussian does and $|f|$ bounds the integrand. It therefore vanishes everywhere. Now consider

$$\Big(\frac{2t^2}{\pi}\Big)^{3/2}F_t(\mathbf s).$$

The prefactor normalizes the Gaussian to unit integral, so this is a local average of $f$ around $\mathbf s$. As $t\to\infty$ the averaging region shrinks and the average tends to $f(\mathbf s)$ at almost every point. All the averages are zero, so $f=0$ almost everywhere. This is what positive definiteness means: $D(f,f)>0$ unless $f$ vanishes.

Q: Then let us have the upper bound on $J_{ab}$. You assumed that $J_{aa}$ and $J_{bb}$ are finite, but not that $J_{ab}$ is.

A: That follows. Set $f=|a|^2$ and $g=|b|^2$. Both are nonnegative, so $F_t$ and $G_t$ are too, and $(F_t-G_t)^2\ge0$ gives $F_tG_t\le\frac12(F_t^2+G_t^2)$. Multiplying by $c(t)$ and integrating,

$$J_{ab}\le\tfrac12(J_{aa}+J_{bb})<\infty .$$

To sharpen this, take a real number $\lambda$ and apply positive definiteness to $f-\lambda g$. The absolute integral is at most $J_{aa}+2|\lambda|J_{ab}+\lambda^2J_{bb}$, which is finite, so the decomposition may be used. Expanding, with $D(f,g)=D(g,f)$ because $r_{12}$ is symmetric and both functions are real,

$$0\le D(f-\lambda g,f-\lambda g)=J_{aa}-2\lambda J_{ab}+\lambda^2J_{bb}.$$

The right side is a parabola in $\lambda$ that opens upward, since $J_{bb}>0$. Its derivative $-2J_{ab}+2\lambda J_{bb}$ vanishes at $\lambda=J_{ab}/J_{bb}$. There

$$0\le J_{aa}-\frac{2J_{ab}^2}{J_{bb}}+\frac{J_{ab}^2}{J_{bb}}=J_{aa}-\frac{J_{ab}^2}{J_{bb}} .$$

Multiply by $J_{bb}$ and take the root, which is permitted because $J_{ab}\ge0$:

$$J_{ab}\le\sqrt{J_{aa}J_{bb}} .$$

Q: When is this an equality? Must the orbitals be the same?

A: Only their densities must be the same. Equality makes $D(f-\lambda g,f-\lambda g)$ zero at the chosen $\lambda$, so $f=\lambda g$. Both densities integrate to one, which forces $\lambda=1$ and $|a|^2=|b|^2$. Two $p$ orbitals with the same radial function and the angular factors $\sin\theta\,e^{i\varphi}$ and $\sin\theta\,e^{-i\varphi}$ are an example. They are orthogonal, yet their densities agree, so $J_{ab}=J_{aa}=J_{bb}$.

Q: Now the exchange integral. You owe me the absolute convergence for $\rho=b^*a$.

A: The absolute integrand is a product of two numbers, $|a(1)b(2)|$ and $|b(1)a(2)|$, divided by $r_{12}$. A product of two real numbers is at most half the sum of their squares:

$$|a(1)b(1)a(2)b(2)|\le\tfrac12\big(|a(1)b(2)|^2+|b(1)a(2)|^2\big).$$

Divide by $r_{12}>0$ and integrate. The two terms on the right each give $J_{ab}$, since the second becomes the first when the electron labels are exchanged. Therefore $D(|\rho|,|\rho|)\le J_{ab}<\infty$. The decomposition applies, and

$$K_{ab}=D(\rho,\rho)\ge0 .$$

In particular $K_{ab}$ is real even for complex orbitals. It vanishes only if $b^*a=0$ almost everywhere, which means that the orbitals occupy separate regions.

Q: But for orthogonal orbitals $\int b^*a\,d^3r=0$. Should exchange not vanish then?

A: Orthogonality says that the overlap density has no net charge. A neutral distribution still has a positive $D(\rho,\rho)$ unless it is zero at almost every point. Exchange therefore survives for orthogonal orbitals that share a region of space.

Q: In proving convergence you seem to have proved $K_{ab}\le J_{ab}$ as well.

A: Yes, since $K_{ab}\le D(|\rho|,|\rho|)\le J_{ab}$. An identity shows what the difference is. Expand the square

$$\begin{aligned}|a(1)b(2)-b(1)a(2)|^2={}&|a(1)|^2|b(2)|^2+|b(1)|^2|a(2)|^2\\&-a^*(1)b(1)\,b^*(2)a(2)\\&-b^*(1)a(1)\,a^*(2)b(2).\end{aligned}$$

Divide by $r_{12}$ and integrate. The first two terms give $J_{ab}$ each. The third gives $-K_{ab}$, and the fourth gives minus its complex conjugate, which is again $-K_{ab}$. With a factor one half,

$$J_{ab}-K_{ab}=\frac12\iint\frac{|a(1)b(2)-b(1)a(2)|^2}{r_{12}}\,d1\,d2\ \ge0 .$$

For orthonormal orbitals, $[a(1)b(2)-b(1)a(2)]/\sqrt2$ is the normalized spatial function of two electrons in a spin triplet. The difference $J_{ab}-K_{ab}$ is then its mean repulsion energy, and a mean of positive energies cannot be negative.

Q: And equality?

A: It requires $a(1)b(2)=b(1)a(2)$ almost everywhere. Multiply by $b^*(2)$ and integrate over electron 2. The left side becomes $a(1)$, because $b$ is normalized, and the right side becomes $b(1)\int b^*a\,d^3r$. So $a$ is a constant times $b$, and by normalization the constant has modulus one. Orthogonal orbitals would make the constant zero, so for them $K_{ab}<J_{ab}$ strictly.

Q: I did not see positive definiteness in that argument.

A: It was not used. The argument needs $1/r_{12}$ to be positive at every pair of points. That is a different property, as two sites suffice to show. Replace space by sites 1 and 2 and the kernel by a symmetric matrix $w$ with $w_{11}=w_{22}=1$. Its eigenvalues are $1\pm w_{12}$. Put $a$ on site 1 and $b$ on site 2. Then $J_{ab}=w_{12}$, while $K_{ab}=0$ because the orbitals share no site, and $\sqrt{J_{aa}J_{bb}}=1$.

For $w_{12}=-0.5$ the eigenvalues are $0.5$ and $1.5$, so the matrix is positive definite. Yet $J_{ab}=-0.5$ lies below $K_{ab}=0$, and the middle inequality fails.

For $w_{12}=2$ all entries are positive, but the eigenvalues are $-1$ and $3$. Now $J_{ab}=2$ exceeds $1$, and the third inequality fails. The first can fail too. With $a=(1,1)/\sqrt2$ and $b=(1,-1)/\sqrt2$ the overlap density is $(\frac12,-\frac12)$, and $K_{ab}=\frac14(1+1-2\cdot2)=-\frac12$.

The Coulomb kernel has both properties, and the full chain needs both.

Q: Has the chain been tried on orbitals without any symmetry?

A: It was tested on 400 pairs of random complex orbitals, built from 13 Gaussian functions of $s$, $p$ and $d$ type on one centre. All three inequalities held. The smallest $K_{ab}$ was $0.029$ hartree. The ratio $K_{ab}/J_{ab}$ ran from $0.059$ to a value that rounds to $1.00000$, and $J_{ab}/\sqrt{J_{aa}J_{bb}}$ ran from $0.806$ to a value that also rounds to $1.00000$. In each pair a random fraction of the first orbital was mixed into the second; where that fraction is large, the orbitals are nearly equal and both ratios come close to one. The lower ends describe this sample and are not general bounds.

## Radial form and the hydrogenic 1s and 2s orbitals

Q: I would now like to see the inequalities in an atom. Which symbols and results do we carry over?

A: In atomic units, $J_{ab}$ is the repulsion between the densities $|a|^2$ and $|b|^2$ of two normalized orbitals. $K_{ab}$ is the same double integral with the overlap density $b^*a$, conjugated for one electron, in place of both densities. We have shown that $0\le K_{ab}\le J_{ab}\le\sqrt{J_{aa}J_{bb}}$. The outer inequalities rest on the positive definiteness of $1/r_{12}$, the middle one on its positivity at every pair of points. The middle one is strict for orthogonal orbitals.

For an $s$ orbital, write

$$a(\mathbf r)=\frac{P_a(r)}{\sqrt{4\pi}\,r},\qquad\int_0^\infty P_a^2\,dr=1,$$

with real $P_a$. The probability of finding the electron between $r$ and $r+dr$ is $P_a^2\,dr$.

Q: The kernel still depends on the angle between the two position vectors. How do you remove it?

A: The densities do not depend on direction, so the kernel may be averaged over directions. With $\mu$ the cosine of the angle between $\mathbf r_1$ and $\mathbf r_2$, the average is

$$\frac12\int_{-1}^{1}\frac{d\mu}{\sqrt{r_1^2+r_2^2-2r_1r_2\mu}}=\frac{(r_1+r_2)-|r_1-r_2|}{2r_1r_2}.$$

Here I used the antiderivative $-\sqrt{r_1^2+r_2^2-2r_1r_2\mu}\,/(r_1r_2)$. The numerator equals $2r_<$, twice the smaller radius, and $r_1r_2=r_<r_>$. The average is therefore $1/r_>$, the inverse of the larger radius. At radii $0.7$ and $1.9$ bohr, numerical averaging gives $0.526316$ per bohr, in agreement with $1/1.9$.

We have shown that $0\le K_{ab}\le J_{ab}\le\sqrt{J_{aa}J_{bb}}$ for general orbitals with finite $J_{aa}$ and $J_{bb}$, and that for $s$ orbitals the kernel averages to $1/r_>$. It remains to see how the inequalities appear in this radial form and to evaluate the integrals for the hydrogenic 1s and 2s orbitals.
